# Why hard-axis field pulses reverse a macrospin quickly but demand timing

A thin magnetic element, magnetized along $+x$, receives a rectangular field pulse at right angles to its easy axis. A pulse of 70 ps leaves it reversed. A pulse of 80 ps does not, one of 110 ps does, and one of 140 ps does not. Then every sampled length from about 146 to 294 ps reverses it, after which failures begin again. The field strength is the same throughout, and the field favours neither $+x$ nor $-x$. Why should the pulse length decide the final direction, and why is it sometimes critical and sometimes not?

## The model

The element is treated as one rigid magnetic moment, a macrospin, with direction $\mathbf m=(m_x,m_y,m_z)$ and $|\mathbf m|=1$. The easy axis is $x$, the in-plane hard axis is $y$, and $z$ is the film normal. Temperature is zero. Energy densities are divided by $\mu_0M_s$, with $M_s$ the saturation magnetization, so that energies carry the unit A/m. Without applied field,

$$e_0=\tfrac12H_K(1-m_x^2)+\tfrac12Mm_z^2 .$$

Here $H_K$ is the in-plane anisotropy field and $M$ the effective demagnetizing field that resists tilting out of the film. A pulse $H>0$ along $+y$ changes the energy to $e=e_0-Hm_y$. The effective field, minus the gradient of $e$, is

$$\mathbf H_{\rm eff}=(H_Km_x,\;H,\;-Mm_z).$$

The motion obeys the Gilbert equation

$$\dot{\mathbf m}=-\gamma_0\,\mathbf m\times\mathbf H_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},$$

where $\gamma_0=\mu_0|\gamma|>0$ and $\alpha\ll1$ is the damping. The example uses round parameters: $M=800$ kA/m, $H_K=16$ kA/m, $H=12$ kA/m (15.1 mT) and $\alpha=0.005$, with the free-electron value $\gamma_0=2.213\times10^5$ m/(A s).

For $\alpha=0$ the cross product gives

$$\dot m_x=\gamma_0m_z(H+Mm_y),$$
$$\dot m_y=-\gamma_0(H_K+M)m_xm_z,$$
$$\dot m_z=-\gamma_0m_x(H-H_Km_y).$$

At the start $m_x=1$ and $\dot m_z=-\gamma_0H$. The pulse therefore acts at once, with no initial tilt needed. It pushes $\mathbf m$ slightly out of the film, to $m_z<0$. The large field $M$ then drives a rotation within the film: $m_y$ grows and $m_x$ falls.

## Precession carries the moment all the way over

To see how energy changes, write the Gilbert equation as $\dot{\mathbf m}=-\mathbf m\times(\gamma_0\mathbf H_{\rm eff}-\alpha\dot{\mathbf m})$. A cross product is perpendicular to its second factor, so $\dot{\mathbf m}\cdot(\gamma_0\mathbf H_{\rm eff}-\alpha\dot{\mathbf m})=0$. At constant $H$ we have $\dot e=-\mathbf H_{\rm eff}\cdot\dot{\mathbf m}$, hence

$$\dot e=-\frac{\alpha}{\gamma_0}|\dot{\mathbf m}|^2 .$$

Without damping $e$ is constant. Just after the pulse begins, $e_0=0$ and $m_y=0$, so $e=0$. Writing $u=m_y$ and $1-m_x^2=u^2+m_z^2$, the condition $e=0$ becomes

$$(H_K+M)m_z^2=2Hu-H_Ku^2 .$$

Inserting this in $m_x^2=1-u^2-m_z^2$ gives

$$m_x^2=\frac{Q(u)}{H_K+M},\qquad Q(u)=H_K+M-2Hu-Mu^2 .$$

The moment rises from $u=0$ until $m_x$ or $m_z$ vanishes, since $\dot u$ is proportional to their product. The factor $m_z$ vanishes at $u=2H/H_K$, and $m_x$ at the positive root of $Q$,

$$u_1=\frac{-H+\sqrt{H^2+M(M+H_K)}}{M}.$$

If $H>H_K/2$, then $Q(0)>0$ and $Q(1)=H_K-2H<0$. The root $u_1$ lies below 1, while $2H/H_K$ lies above 1, so $m_x$ vanishes first. There $m_z$ is still negative and $\dot m_x=\gamma_0m_z(H+Mu_1)$ is nonzero: the moment crosses into the other well. If $H<H_K/2$, then

$$Q(2H/H_K)=(H_K+M)\left(1-\frac{4H^2}{H_K^2}\right)>0,$$

so $m_z$ vanishes first and the moment turns back with $m_x>0$. Without damping the crossing threshold is thus $H_K/2$, here 8 kA/m. At this threshold both roots meet at $u=1$, and the orbit approaches the saddle at $+y$ without reaching it in finite time. Damping raises the threshold somewhat, to about 8.3 kA/m at $\alpha=0.005$, because energy is lost before the first crossing.

After a crossing, $m_x$ and $m_z$ are both negative, so $u$ falls. When it returns to zero, the two orbit equations give $m_z=0$ and $m_x=-1$. In the undamped model the moment has reached exactly $-x$. But the field is still on. Now $\dot m_z=+\gamma_0H$, and the same motion, with $m_z$ positive, carries the moment back to $+x$. This is the first reason for timing: the field that reverses the moment also undoes the reversal.

## How long reversal takes

Squaring the equation for $\dot m_y$ and inserting the orbit gives

$$\dot u^2=\gamma_0^2\,u(2H-H_Ku)\,Q(u).$$

Because $Q(u_1)=0$, we may subtract it:

$$Q(u)=2H(u_1-u)+M(u_1^2-u^2)=(u_1-u)\,[2H+M(u+u_1)].$$

Set $u=u_1\sin^2s$. Then $du=2u_1\sin s\cos s\,ds$ and $\sqrt{u(u_1-u)}=u_1\sin s\cos s$, so the singular factors leave just $2\,ds$. The rise and the fall take equal times, and the full reversal time is

$$T=\frac4{\gamma_0}\int_0^{\pi/2}\frac{ds}{\sqrt{(2H-H_Ku)\,[2H+M(u+u_1)]}} .$$

In the example $u_1=0.995$. At the midpoint $s=\pi/4$, $u=0.498$ and the square root is about $1.40\times10^5$ A/m. Using it for the whole interval gives

$$T\approx\frac{2\pi}{(2.213\times10^5)(1.40\times10^5)}\ {\rm s}\approx203\ {\rm ps}.$$

Numerical quadrature gives 213.8 ps.

When $M$ is much larger than $H$ and $H_K$, the second bracket tends to $M(1+u)$, and $T$ scales as $1/\sqrt M$. With $M$ made four times larger, quadrature gives 107.7 ps, a reduction by 1.985 rather than the limiting factor 2. The demagnetizing field, which looks like an obstacle, supplies the speed.

Settling is a different matter. Near $-x$, put $\mathbf m\approx(-1,y,z)$ with small $y,z$ in zero field. To first order the Gilbert equation reads

$$\dot y=\gamma_0(H_K+M)z+\alpha\dot z,\qquad \dot z=-\gamma_0H_Ky-\alpha\dot y .$$

Eliminating the derivatives on the right gives

$$(1+\alpha^2)\dot y=-\alpha\gamma_0H_Ky+\gamma_0(H_K+M)z,$$
$$(1+\alpha^2)\dot z=-\gamma_0H_Ky-\alpha\gamma_0(H_K+M)z .$$

For weak damping the eigenvalues are a complex pair, whose real part is half the trace. The amplitude therefore decays at the rate

$$\lambda=\frac{\alpha\gamma_0(H_K+M/2)}{1+\alpha^2}.$$

Its inverse is 2.17 ns, about ten times $T$. Reversal is fast because it does not wait for damping; for the same reason, damping has had little time to secure the result when the pulse ends.

## What the end of the pulse decides

At switch-off the direction $\mathbf m$ does not jump, but the energy does. The term $-Hu$ disappears, leaving

$$e_0=e+Hu=Hu$$

for undamped motion. On the plane $m_x=0$ that divides the wells, $e_0=H_K/2+Mm_z^2/2$, which is at least $H_K/2$. The lowest passes are the saddles at $\pm y$. A moment released with $Hu<H_K/2$ cannot cross again, because damping can lower its energy but not raise it. The condition for immediate trapping is

$$u<u_s=\frac{H_K}{2H},$$

or $u<0.667$ here. Let $\tau_s$ be the time in which $u$ first rises from zero to $u_s$. It follows from the integral for $T$ with half the prefactor and the upper limit $\sin^2s=u_s/u_1$. By the symmetry of rise and fall, the moment is trapped in the reversed well if the pulse length lies within

$$T-\tau_s<t<T+\tau_s .$$

Quadrature gives $\tau_s=61.5$ ps, hence a window from 152 to 275 ps. Its half-width is 29% of $T$ and contains no $\alpha$. Weak damping does not make this window vanish.

A stronger pulse is faster but less forgiving. Take $H_K\ll H\ll M$. The time integral reduces to

$$T\approx\frac{4}{\gamma_0\sqrt{2HM}}\int_0^{\pi/2}\frac{ds}{\sqrt{1+\sin^2s}},$$

whose remaining integral is a number between $\pi/(2\sqrt2)$ and $\pi/2$. Since $u_s$ is now small, the early motion obeys $\dot u\approx\gamma_0\sqrt{2HMu}$. Integration gives $u\approx\gamma_0^2HMt^2/2$, and setting $u=u_s$,

$$\tau_s\approx\frac1{\gamma_0H}\sqrt{\frac{H_K}{M}} .$$

So $T$ falls as $H^{-1/2}$ but $\tau_s$ as $H^{-1}$, and the relative tolerance $\tau_s/T$ shrinks as $\sqrt{H_K/H}$. In the opposite direction, as $H$ approaches $H_K/2$ from above, the orbit passes ever closer to the saddle and $T$ diverges.

## Outside the window

If the pulse ends near $T/2$, the released energy is close to its maximum, $Hu_1=11.9$ kA/m, well above the saddle energy of 8 kA/m. The zero-field orbit then satisfies

$$(H_K+M)m_z^2=2e_0-H_Ku^2 .$$

For $2e_0>H_K$ the right side is positive for every $|u|\le1$. Hence $m_z$ keeps its sign, and the moment circles the film normal, passing through both wells in turn. Neither well holds it until damping has removed the excess.

Let $\alpha L(e)$ be the energy lost between successive crossings of $m_x=0$. To leading order in $\alpha$ it is found from the undamped orbit:

$$L(e)=\frac1{\gamma_0}\int|\dot{\mathbf m}|^2dt .$$

At the saddle energy, $e_0=H_K/2$, the orbit equation becomes $Mm_z^2=H_Km_x^2$, which describes planes through the $y$ axis. Measure the angle $\psi$ from $y$ in such a plane. Then $u=\cos\psi$ and

$$|m_x|=\sqrt{\frac{M}{M+H_K}}\,\sin\psi,\qquad |m_z|=\sqrt{\frac{H_K}{M+H_K}}\,\sin\psi .$$

The equation for $\dot m_y$ gives $\sin\psi\,|\dot\psi|=\gamma_0\sqrt{MH_K}\sin^2\psi$, so $|\dot\psi|=\gamma_0\sqrt{MH_K}\sin\psi$. Since $|\dot{\mathbf m}|=|\dot\psi|$, the time integral becomes an angular one:

$$L=\frac1{\gamma_0}\int_0^\pi|\dot\psi|\,d\psi=\sqrt{MH_K}\int_0^\pi\sin\psi\,d\psi=2\sqrt{MH_K}.$$

The loss per crossing near the saddle is therefore $2\alpha\sqrt{MH_K}$, or 1.13 kA/m in the example.

Starting at energy $e_{\rm i}$, the number of further crossings is about

$$N\approx\frac1\alpha\int_{H_K/2}^{e_{\rm i}}\frac{de}{L(e)},$$

to within about one, because crossings come in whole numbers. For release at $m_x=0$ with $e_{\rm i}=Hu_1$, quadrature gives 0.01366 for the integral. At $\alpha=0.005$ the estimate is 2.7, and direct integration of the Gilbert equation gives 2 crossings. At $\alpha=0.001$ the corresponding values are 13.7 and 13. Weaker damping means more crossings, and each additional one reverses the outcome.

This turns pulse length into a fine selector. A change $\delta t$ in pulse length changes the released energy by about $H|\dot u|\delta t$. When this equals the loss per crossing, the number of crossings changes by one and the final well flips. Near the edge of the trapping region the width of a band is thus

$$\delta t\approx\frac{2\alpha\sqrt{MH_K}}{H|\dot u|} .$$

At $u=u_s$ the orbit formula gives $|\dot u|=1.39\times10^{10}\ {\rm s}^{-1}$. With $H=12$ kA/m,

$$\delta t\approx\frac{1131}{(12000)(1.39\times10^{10})}\ {\rm s}\approx6.8\ {\rm ps}.$$

For weak damping the bands near the edge, unlike the main window, narrow in proportion to $\alpha$. The band around $T/2$ behaves differently: $\dot u$ vanishes there, so the released energy changes only with the square of the time from $T/2$. Its width also depends on how far the peak energy lies above the last band boundary, so it need not shrink steadily as $\alpha$ is reduced.

Their number also follows. As the pulse length grows from zero to $T/2$, the released energy rises and the count of crossings still to come grows from 0 to $N+1$, including the one about to happen. At $T/2$ that crossing takes place during the pulse instead. This does not alter the outcome, since on the dividing plane the pulse changes the speed $|\dot m_x|$ but not its direction. From $T/2$ to $T$ the remaining count falls from $N$ to 0. In all there are about $2N+1$ flips. Since $N$ refers to release from the undamped orbit, and damping during the pulse lowers the peak energy, the actual number can be smaller by a pair: at $\alpha=0.006$, $N=2$ but there are only three flips.

## Reading the opening numbers

The sequence at the beginning comes from fourth-order Runge–Kutta integration of the damped equation. Pulse lengths were sampled every 0.5 ps, and each released moment was followed until its energy lay below $H_K/2$. For pulses shorter than $T$, the final well changes at about 65, 74, 90, 130 and 146 ps, each located to within the sampling step. These are five flips, as $2N+1$ gives for the two crossings counted above. At 70 ps one crossing remains, and the moment ends reversed. At 80 ps two remain, and it returns. At 110 ps, close to the first crossing of the plane, the count is at its greatest and odd. At 140 ps the moment has already crossed but still has enough energy to cross back.

The first band is 9.5 ps wide, against the estimate of 6.8 ps. The estimate takes both the loss and the speed at the edge, and at this damping one loss is not small compared with the excess energy of 3.9 kA/m. At $\alpha=0.001$, with sampling every 0.1 ps, the band is 1.40 ps wide and the estimate is 1.36 ps.

The main window runs from about 146 to 294 ps, wider than the undamped 152 to 275 ps. Damping during the pulse makes $e$ negative, so the released energy $e+Hu$ is smaller for the same $u$. In addition, a moment released just above the saddle energy may lose its excess before reaching the dividing plane. Both effects widen the window. Damping also alters the timing: the first crossing comes near 110 ps instead of 106.9 ps. Such a delay probably contributes to the larger shift of the upper edge, though the shift has not been separated into its parts. At $\alpha=0.001$ the window is 151 to 279 ps, much closer to the undamped one.

A pulse ending near $T$ leaves $\mathbf m=(-0.994,\,0.105,\,-0.016)$ with $e_0=0.19$ kA/m. The moment is deep in the reversed well and has little energy left to shed. The practical demand is to end the pulse within this window, some 150 ps wide. The bands at shorter pulse lengths are only about 10 to 40 ps wide here and would demand finer control.

## If the pulse stays on

For $H_K/2<H<H_K$ damping can also choose a well during the pulse. With $m_z=0$ the energy is $e=H_Ku^2/2-Hu$. Its minimum is at $u=H/H_K$, where $m_x$ may have either sign: there are two tilted wells, at $e=-H^2/(2H_K)=-4.5$ kA/m. The saddle between them is at $+y$, with $e=H_K/2-H=-4$ kA/m. The moment starts at $e=0$, above this saddle, and keeps crossing until it has lost 4 kA/m.

The losses become smaller on the way. At the saddle energy the orbit obeys

$$(H_K+M)m_z^2=(1-u)\,[H_K(1+u)-2H],$$

which requires $u\ge2H/H_K-1=0.5$, whereas the initial orbit extends down to $u=0$. At $u=0.75$ the right side is 1 kA/m, against 9 kA/m on the initial orbit, so $|m_z|$ is three times smaller. The moment moves on a shorter path and more slowly. Quadrature gives a loss per crossing of 1.18 kA/m at $e=0$ but 0.20 kA/m at the saddle.

The crossing estimate, now with $L$ for the pulse-on orbits, gives 6.4 at $\alpha=0.005$; direct integration gives 6. An even number returns the moment to the $+x$ side, so a long pulse fails to reverse it. At $\alpha=0.01$ there are 3 crossings and the moment ends reversed. At 0.002 and 0.001 there are 16 and 32, and it ends on the original side. Leaving the pulse on removes the need for timing but makes the outcome depend on the damping.

Once $e<H_K/2-H$, switch-off is harmless, since

$$e_0=e+Hu<\frac{H_K}2-H(1-u)\le\frac{H_K}2 .$$

In the example this condition is met from about 1.87 ns. The last change of outcome in the scan, which extends to 3 ns, occurs earlier, at 1.49 ns. The condition guarantees that the choice is final; it does not mark the moment at which the choice is made.

For $H>H_K$ the two tilted wells merge into a single minimum at $+y$. A long pulse brings the moment close to it, and switch-off leaves the moment near the zero-field saddle. The small tilt that remains then decides the side, so the outcome can still depend on the pulse length. In the limit of an infinitely long pulse, at zero temperature and with perfect symmetry, no tilt remains and nothing selects a side.

A real pulse has a finite rise time. While $H$ grows, the energy has the additional rate $-u\,dH/dt$, which is negative for $u>0$. Compared with a sudden rise to the same field, this leaves the moment with a smaller excess above the in-field saddle, so the threshold and the windows found for a rectangular pulse no longer apply unchanged. At $\alpha=0.005$ a linear rise of 50, 100 or 200 ps raises the crossing threshold to about 8.6, 9.4 or 12.4 kA/m, so with a 200 ps rise the 12 kA/m pulse no longer carries the moment across. The fall is finite as well; with linear edges of 50 ps on both sides the main window runs from about 142 to 310 ps in full width at half maximum. Thermal motion blurs the band edges, and non-uniform magnetization can open other paths for the energy. The narrow bands, which rest on small energy differences, are the most exposed to both.

All numerical values are calculated from the stated model.
